The dielectric band gap that maximises the tunnelling figure of merit

A gate dielectric must provide a large capacitance per area and block electrons. A high permittivity helps, because it allows a thicker layer at the same capacitance, but materials of high permittivity tend to have small band gaps and hence low barriers. This problem finds the best compromise in a simple model and then examines how far the answer depends on what the model leaves out.

Let E be the band gap of the dielectric, k its relative permittivity, and φ the height of its conduction-band edge above the energy of the tunnelling electron. The model assumes

k = A/E,

φ = fE − c,

with positive constants A, f and c. Energies are in eV, so A and c are in eV and f is a pure number. A barrier exists for E > c/f. The relation for φ stands for a rough trend among materials. The relation for k keeps only the direction of the trend: among common gate dielectrics the permittivity tends to fall faster than 1/E, and part (d) shows how this would change the optimum. The tunnelling mass is m in units of the free-electron mass m_e, and until part (d) it is the same for all gaps.

Dielectrics are compared at equal capacitance per area. The equivalent oxide thickness d is the thickness of a reference oxide, of relative permittivity 3.9, that would have this capacitance.

The numerical example uses round model parameters that represent no particular material: A = 120 eV, f = 0.50, c = 1.00 eV, m = 0.20 and d = 0.80 nm.

**(a) For a rectangular barrier, find the WKB exponent at fixed d. Which combination of k, m and φ measures the quality of the dielectric?**

Solution. Inside the barrier the wavefunction decays with the constant

κ = √(2m m_e φ)/ħ.

The WKB transmission through a physical thickness t is governed by the decay of the squared amplitude:

T ≈ exp(−S), S = 2κt.

Equal capacitance fixes t. A layer has capacitance per area ε₀k/t, and the reference oxide has 3.9ε₀/d. Equating the two gives

t = kd/3.9.

Insert this and κ into S:

S = (2/ħ) √(2m m_e φ) · kd/3.9.

The quantities that belong to the dielectric are k, m and φ. Collecting them, with φ expressed in eV, gives

S = B d F/3.9,

F = k√(mφ),

B = 2√(2m_e · 1 eV)/ħ = 10.246 nm⁻¹ eV⁻¹ᐟ².

The figure of merit is therefore F, in units of eV¹ᐟ². At given d, the largest F gives the smallest exponential factor in the direct tunnelling current. The permittivity enters linearly because it sets the thickness, whereas the barrier enters through a square root because it sets the decay constant.

This measure covers direct tunnelling of electrons through a single uniform layer. Hole tunnelling, current through traps, interfacial layers and the lowering of the barrier by image forces are outside it. So is thermal emission over the barrier, which carries the factor exp(−φ/k_BT) and overtakes tunnelling roughly when φ/k_BT falls below S. In the example at 300 K, where k_BT = 0.0259 eV, this happens for gaps below about 3.4 eV. The formula for κ also assumes a parabolic band, which requires φ to be small compared with E. In a symmetric two-band model κ² is multiplied by 1 − φ/E, and the optimum gap of the example, found below as 4.00 eV, would be 3.46 eV. The factor in front of the exponential is also missing, and part (f) returns to it.

**(b) Find the gap that maximises F, and show whether the maximum is global. What happens if c is zero or negative?**

Solution. Insert the two assumed relations:

F(E) = A√m · √(fE − c)/E.

F vanishes at E = c/f, where the barrier disappears. For large E it falls as 1/√E, because the numerator grows as √E and the denominator as E. In between F is positive, so a maximum exists.

Taking the logarithm separates the two influences:

ln F = ln(A√m) + ½ ln(fE − c) − ln E.

Differentiate:

d ln F/dE = f/[2(fE − c)] − 1/E.

Over a common denominator the numerator is fE − 2(fE − c) = 2c − fE, so

d ln F/dE = (2c − fE)/[2E(fE − c)].

The denominator is positive wherever there is a barrier. The derivative is thus positive for E < 2c/f, zero at 2c/f and negative beyond. The single stationary point is the global maximum:

E* = 2c/f.

The other quantities at the optimum follow by substitution:

φ* = f(2c/f) − c = c,

k* = A/E* = Af/(2c),

F* = k*√(mφ*) = Af√m/(2√c).

The optimum gap is twice the gap c/f at which the barrier vanishes, and the optimum barrier equals the constant c. The parameters A, m and d do not affect E*, because they multiply F or S by factors that are independent of E. They do affect how much leakage remains at the optimum.

The condition can be read as a balance of relative changes. If E grows by a small fraction δ, then k falls by the fraction δ. The barrier grows by the fraction (fE/φ)δ, and its square root by half of that. The two effects cancel when fE/φ = 2. Since fE = φ + c, this means φ = c. Near the threshold φ is small, a slight widening of the gap raises the barrier by a large fraction, and a wider gap pays. Far above the threshold φ is nearly proportional to E, so √φ gains only about half the fraction that k loses.

This also shows why an optimum without a voltage drop requires a positive c. For c ≤ 0 the numerator 2c − fE is negative at every E > 0, so F falls throughout and there is no interior optimum. The model would then favour the smallest available gap, and the answer would be set by whatever limits the validity of the two assumed relations.

In the example,

E* = 2 × 1.00/0.50 = 4.00 eV,

φ* = 1.00 eV, k* = 120/4.00 = 30.0,

t* = 30.0 × 0.80/3.9 = 6.15 nm,

F* = 30.0 × √(0.20 × 1.00) = 13.42 eV¹ᐟ²,

S* = 10.246 × 0.80 × 13.416/3.9 = 28.2.

The exponential factor is exp(−28.2) = 5.7 × 10⁻¹³. A direct numerical maximisation of the WKB integral also gives 4.0000 eV.

**(c) How sharp is the maximum? Find the range of gaps for which F is at least a fraction r of F*, and the corresponding rise in the exponential factor of the leakage.**

Solution. The permittivity is a convenient variable here. With E = A/k the barrier is φ = fA/k − c, and

F² = mk²φ = m(fAk − ck²).

This is a parabola in k. Since fA = 2ck*, it becomes

F² = mc(2k*k − k²) = mc[k*² − (k − k*)²].

The square is smallest at k = k*, which confirms the optimum without calculus. As F*² = mck*², division gives

F/F* = √[1 − (k/k* − 1)²].

The figure of merit thus depends symmetrically on the distance of k from k*. It is not symmetric in the gap. Setting E = E*(1 + δ) gives k/k* = 1/(1 + δ), so k/k* − 1 ≈ −δ for small δ, and

F/F* ≈ 1 − δ²/2.

For the range asked for, F ≥ rF* requires

|k/k* − 1| ≤ √(1 − r²).

Because E/E* = k*/k, the limiting gaps are

E/E* = 1/[1 ± √(1 − r²)].

The plus sign belongs to the lower gap. At either limit S has fallen from S* to rS*, so the exponential factor has risen by

exp(−rS*)/exp(−S*) = exp[(1 − r)S*].

For r = 0.90 the root is √0.19 = 0.436. The limits are 4.00/1.436 = 2.79 eV and 4.00/0.564 = 7.09 eV. This is a wide range, but at its edges the exponential factor has risen by exp(0.10 × 28.2) ≈ 17. A flat maximum of F need not mean a flat minimum of the current, because a relative change of F changes the exponent by that fraction of S*, and S* is large.

Some gaps at the same d, where "leakage" means the exponential factor exp(−S) relative to its value at 4.0 eV:

E = 2.5 eV: k = 48.0, φ = 0.25 eV, F = 10.73 eV¹ᐟ², leakage × 281
E = 3.0 eV: k = 40.0, φ = 0.50 eV, F = 12.65 eV¹ᐟ², leakage × 5.0
E = 6.0 eV: k = 20.0, φ = 2.00 eV, F = 12.65 eV¹ᐟ², leakage × 5.0
E = 9.0 eV: k = 13.3, φ = 3.50 eV, F = 11.16 eV¹ᐟ², leakage × 116

The gaps 3.0 and 6.0 eV have the same exponent because their permittivities, 40 and 20, lie equally far from 30. Their transmissions in general still differ through the prefactor treated in part (f), and they are equal only when the kinetic energy ε of that part is the geometric mean of the two barriers, 1 eV here. Measured from the optimum gap, the lower one is 1 eV away and the upper one 2 eV away. An error towards too small a gap is the more costly one. At room temperature the factors listed for 2.5 and 3.0 eV, and the factor 17 at 2.79 eV, understate the cost. At 3.0 eV and 300 K, φ/k_BT = 19.3 lies below S = 26.6, so emission over the barrier exceeds tunnelling there.

**(d) Suppose that the tunnelling mass grows with the gap as m = m₀(E/E₀)ˢ, with s ≥ 0. How does the optimum change?**

Solution. Here m₀ is the mass at a reference gap E₀. The factor √m in F contributes Eˢᐟ², so

F = A√m₀ E₀⁻ˢᐟ² · Eˢᐟ²⁻¹ √(fE − c).

The logarithmic derivative is

d ln F/dE = (s/2 − 1)/E + f/[2(fE − c)].

Over the common denominator 2E(fE − c) the numerator is

(s − 2)(fE − c) + fE = (2 − s)c − (1 − s)fE.

For 0 ≤ s < 1 this numerator decreases with E and changes sign once, from positive to negative. The maximum is again global, and it lies at

E* = (2 − s)c/[(1 − s)f].

The barrier there is

φ* = fE* − c = c[(2 − s) − (1 − s)]/(1 − s) = c/(1 − s).

At s = 0 this returns the result of part (b). A heavier mass at larger gap strengthens the decay, so it partly compensates for the loss of thickness and moves the optimum upwards. In the example the gap rises from 4.00 eV to 4.67 eV for s = 0.25 and to 6.00 eV for s = 0.5.

At s = 1 the numerator is c, which is positive at all gaps. The figure of merit becomes

F = A√(m₀/E₀) · √(f − c/E),

which rises steadily towards a plateau. For s > 1 the numerator c(2 − s) + (s − 1)fE can be written as c + (s − 1)(fE − c). It is positive wherever there is a barrier, so again F has no maximum.

With m₀ = 0.20 at E₀ = 4.00 eV, the exponent for s = 1 approaches 39.9 at large gap, compared with 28.2 at 4.00 eV. For k = A/E and a parabolic band, the existence of a finite optimum therefore rests on the mass growing more slowly than the gap. The assumed power of the gap in k matters as well. For constant mass and k proportional to E⁻ᵖ with p > 1/2, the steps of part (b) give E* = 2pc/[(2p − 1)f]. In the example this is 2.67 eV for p = 2, compared with 4.00 eV for p = 1. The barrier at 2.67 eV is only 0.33 eV, so at room temperature emission over it would dominate, and this value is an optimum for tunnelling alone. With both exponents the same steps give E* = (2p − s)c/[(2p − s − 1)f], which exists for s < 2p − 1. For p = 2 and s = 1 it is 3.00 eV.

**(e) Let the potential energy of the electron fall by V, in eV, across the dielectric. Find the optimum gap for constant mass when V is held fixed.**

Solution. The barrier is now φ − Vx/t at depth x. Consider first V ≤ φ, so that the electron tunnels through the whole layer. The WKB exponent is

S = (2/ħ)√(2m m_e) ∫₀ᵗ √(φ − Vx/t) dx.

With u = φ − Vx/t one has dx = −(t/V)du, and u runs from φ to φ − V. Therefore

∫₀ᵗ √(φ − Vx/t) dx = (2t/3V)[φ³ᐟ² − (φ − V)³ᐟ²].

At fixed d the thickness is proportional to k and thus to 1/E. With V fixed, the function to maximise is

G = [φ³ᐟ² − (φ − V)³ᐟ²]/E.

Write a = √φ and b = √(φ − V), so that the bracket is a³ − b³. Since dφ/dE = f, its derivative is (3/2)f(a − b), and

E² dG/dE = (3/2)fE(a − b) − (a³ − b³).

Now use fE = φ + c = a² + c and a³ − b³ = (a − b)(a² + ab + b²):

E² dG/dE = (a − b)[(3/2)(a² + c) − a² − ab − b²].

The factor a − b is positive for V > 0. Twice the square bracket is a² + 3c − 2ab − 2b². Substituting a² = φ and b² = φ − V turns this into

3c + 2V − φ − 2√[φ(φ − V)].

This expression decreases as φ grows, so it has at most one zero, and a zero is a maximum of G. With K = 3c + 2V the condition reads

K − φ = 2√[φ(φ − V)].

Square both sides:

K² − 2Kφ + φ² = 4φ² − 4Vφ.

Collect the terms and use 2K − 4V = 6c:

3φ² + 6cφ − K² = 0.

The positive root is

φ* = −c + √(c² + K²/3).

Squaring may introduce false roots, so two conditions must be checked. At φ = K the quadratic equals 2K² + 6cK > 0, so the root lies below K and the left side K − φ is positive, as required. At φ = V it equals 3V² + 6cV − (3c + 2V)² = −(V + 3c)² < 0, so the root lies above V, inside the assumed regime.

The optimum gap is (φ* + c)/f. Expanding K²/3 = 3c² + 4cV + 4V²/3 gives

E*(V) = √(4c² + 4cV + 4V²/3)/f = √[(2c + V)² + V²/3]/f.

The case φ < V remains. The electron then leaves the barrier at x = tφ/V, and the same integral, stopped there, gives S ∝ φ³ᐟ²/E. Its logarithmic derivative is

3f/(2φ) − 1/E = (3fE − 2φ)/(2φE) = (φ + 3c)/(2φE) > 0.

S still rises with E in this regime and joins continuously to the other one at φ = V. The optimum found above is therefore global.

For V much smaller than c,

E*(V) ≈ (2c + V)/f.

This is the result of part (b) with c replaced by c + V/2, as expected if the electron sees the mean barrier φ − V/2. For V much larger than c, the gap tends to 2V/(√3 f) and the barrier to about 1.15V. The optimum barrier then stays somewhat higher than the drop.

For V = 0.5 eV the formula gives

E* = √(2.5² + 0.25/3)/0.50 = 5.03 eV,

and the linear estimate gives 5.00 eV. The barrier is 0.50 × 5.03 − 1.00 = 1.52 eV. A modest drop has moved the optimum gap by a full eV, because the shift is about V/f, which is twice the drop here. For V = 2 eV the formula gives 8.33 eV. The layer would then be 2.96 nm thick and the field 6.8 MV/cm, which may exceed the breakdown field of a real dielectric. This value and the limit of large V therefore illustrate the formula, not a working device. The value 4.00 eV belongs to a drop much smaller than 2c. Here V is only the part of the applied voltage that falls across the dielectric, expressed as an energy.

**(f) Return to V = 0 and constant mass. How far does the factor in front of the exponential shift the optimum?**

Solution. Take the same mass m inside and outside the barrier, and let the electron arrive with kinetic energy ε. Its wave number outside is q = √(2m m_e ε)/ħ. Let the transmitted wave have ψ = 1 and ψ′ = iq at x = t. The solution inside the barrier with these values is

ψ(x) = cosh κ(x − t) + (iq/κ) sinh κ(x − t).

At x = 0 this gives

ψ(0) = cosh κt − (iq/κ) sinh κt,

ψ′(0) = −κ sinh κt + iq cosh κt.

On the incident side ψ = I exp(iqx) + R exp(−iqx), so I = ½[ψ(0) + ψ′(0)/(iq)]. Using −κ/(iq) = iκ/q,

I = cosh κt + (i/2)(κ/q − q/κ) sinh κt.

The transmission is T = 1/|I|². With cosh² = 1 + sinh² and (κ/q − q/κ)² + 4 = (κ/q + q/κ)²,

1/T = 1 + ¼(κ/q + q/κ)² sinh² κt.

For a thick barrier sinh² κt ≈ ¼exp(2κt), and the 1 is negligible. Since q² ∝ ε and κ² ∝ φ with the same constant,

T ≈ P exp(−S), P = 16εφ/(ε + φ)².

Minimising T means maximising S − ln P, so the new optimum satisfies S′ = (ln P)′, where the prime now means d/dE. Near E* part (c) gives S ≈ S*[1 − (E − E*)²/(2E*²)], hence S′ ≈ −S*ΔE/E*² for a shift ΔE. To leading order in 1/S*, (ln P)′ may be taken at E*:

ΔE = −(E*²/S*)(ln P)′.

At fixed ε,

(ln P)′ = f[1/φ − 2/(ε + φ)] = −f(φ − ε)/[φ(φ + ε)].

Insert φ = c and E* = 2c/f:

ΔE = 4c(c − ε)/[f(c + ε)S*].

For ε < c the shift is upwards. The prefactor is largest when φ = ε, where κ = q, so raising the barrier further above ε reduces P. As S* is proportional to d, the shift vanishes as 1/d for thick layers. Numerical maximisation with the exact transmission at d = 8 and 16 nm agreed with this formula to within 3 % of the predicted shift.

For ε = 0.10 eV and d = 0.80 nm,

ΔE = 4 × 1.00 × 0.90/(0.50 × 1.10 × 28.2) = 0.23 eV.

The exact transmission of this barrier has its optimum at 4.25 eV, a shift of 0.25 eV. The leading formula is about 8 % below that shift. Here the prefactor matters less than a drop of 0.5 eV, which moves the WKB optimum by 1.03 eV, or a mass exponent of 0.5, which moves it by 2.00 eV. The numerical output below lists the values used in these comparisons.

Numbers as computed

```
Permittivity constant A = 120 eV
Barrier fraction f = 0.50
Barrier constant c = 1.00 eV
Tunnelling mass m = 0.20 electron masses
Equivalent oxide thickness d = 0.80 nm
Reference permittivity = 3.9
Constant B = 10.246 nm^-1 eV^-1/2
Optimum gap, formula = 4.0000 eV
Optimum gap, numerical WKB = 4.0000 eV
Optimum barrier = 1.000 eV
Optimum permittivity = 30.00
Optimum physical thickness = 6.154 nm
Maximum figure of merit = 13.416 eV^1/2
Maximum WKB exponent S = 28.199
WKB transmission exp(-S) at optimum = 5.668e-13
Comparison at the same equivalent oxide thickness:
gap/eV  k  barrier/eV  t/nm  F/eV^1/2  S  leakage/optimum
2.5  48.00  0.25  9.846  10.733  22.559  281
3.0  40.00  0.50  8.205  12.649  26.586  5.02
4.0  30.00  1.00  6.154  13.416  28.199  1
6.0  20.00  2.00  4.103  12.649  26.586  5.02
9.0  13.33  3.50  2.735  11.155  23.447  116
Window fraction r = 0.90
Window lower gap = 2.786 eV
Window upper gap = 7.091 eV
Leakage factor at window edges = 16.77
Optimum gap for mass exponent 0.25 = 4.667 eV
Optimum gap for mass exponent 0.5 = 6.000 eV
WKB exponent plateau for mass exponent 1 = 39.879
Optimum gap for 0.5 eV drop = 5.0332 eV
Linear estimate for 0.5 eV drop = 5.0000 eV
Barrier at that optimum = 1.5166 eV
Optimum gap for 2 eV drop = 8.3267 eV
Incident kinetic energy = 0.10 eV
Optimum gap, exact transmission = 4.2529 eV
Shift from exact transmission = 0.2529 eV
Leading-order estimate of shift = 0.2321 eV
```
